# Variational energy of a hydrogenic donor with axial mass anisotropy

## What the dimensions fix

An electron in one parabolic conduction-band valley has transverse mass \(m_t\) along \(x,y\) and longitudinal mass \(m_l\) along \(z\). A singly charged donor binds it through a static scalar permittivity \(\varepsilon\):

\[
H=-\frac{\hbar^2}{2m_t}(\partial_x^2+\partial_y^2)-\frac{\hbar^2}{2m_l}\partial_z^2-\frac{C}{r},\qquad C=\frac{e^2}{4\pi\varepsilon_0\varepsilon}.
\]

Energies are measured from the valley minimum. From \(\hbar,m_t,C\) one can form one length and one energy,

\[
a_t=\frac{\hbar^2}{m_tC},\qquad \mathrm{Ry}_t=\frac{m_tC^2}{2\hbar^2},
\]

and the remaining parameter is the ratio \(\gamma=m_t/m_l\). The ground energy must therefore be \(-\mathrm{Ry}_t\) times a function of \(\gamma\). Since \(\hbar^2/(2m_ta_t^2)=\mathrm{Ry}_t\) and \(C/a_t=2\,\mathrm{Ry}_t\), in these units

\[
H=-\partial_x^2-\partial_y^2-\gamma\,\partial_z^2-\frac2r .
\]

I write \(-g(\gamma)\) for the best energy within the trial family below. By the variational principle it is an upper bound to the ground energy of this \(H\), so \(g\) is a lower bound to the binding energy. Central-cell forces, other valleys, other donors and applied fields are absent from \(H\).

## The sphere first

For \(\gamma=1\) take \(\psi\propto e^{-r/a}\). Its kinetic average is \(1/a^2\) and \(\langle1/r\rangle=1/a\), so \(E=1/a^2-2/a\), with minimum \(-1\) at \(a=1\). This is the true ground state: \(\nabla^2e^{-r}=(1-2/r)e^{-r}\), hence \(He^{-r}=-e^{-r}\), and the function has no node. The generalization must return \(g(1)=1\).

## Stretching the sphere

For \(\gamma\ne1\) the symmetry is axial, so I allow two radii:

\[
\psi=\frac{e^{-s}}{\sqrt{\pi a^2b}},\qquad s=\sqrt{\frac{x^2+y^2}{a^2}+\frac{z^2}{b^2}},\qquad \beta=\frac ba .
\]

Put \(x=au,\;y=av,\;z=bw\). Then \(s\) is the ordinary radius in \((u,v,w)\) and the volume element is \(a^2b\,du\,dv\,dw\). The norm follows from \(4\pi\int_0^\infty s^2e^{-2s}ds=\pi\).

**Kinetic energy.** Integration by parts gives \(\langle-\partial_x^2\rangle=\int|\partial_x\psi|^2\). Here \(\partial_x\psi=-(u/s)\psi/a\), and \((u/s)^2\) averages to \(1/3\) over directions. The other axes work alike, so

\[
T=\frac{2}{3a^2}+\frac{\gamma}{3b^2}.
\]

**Coulomb energy.** With \(\mu=w/s\),

\[
r=s\sqrt{a^2(1-\mu^2)+b^2\mu^2}=as\sqrt{1+(\beta^2-1)\mu^2}.
\]

The radial average is \(\langle1/s\rangle=4\int_0^\infty s\,e^{-2s}ds=1\). The angular average, even in \(\mu\), leaves

\[
\left\langle\frac1r\right\rangle=\frac{I(\beta)}a,\qquad I(\beta)=\int_0^1\frac{d\mu}{\sqrt{1+(\beta^2-1)\mu^2}} .
\]

With \(\eta=\sqrt{|1-\beta^2|}\), this is \(I=\arcsin(\eta)/\eta\) for \(\beta<1\), \(\operatorname{arsinh}(\eta)/\eta\) for \(\beta>1\), and \(1\) at \(\beta=1\).

**Size at fixed shape.** Let \(K=2+\gamma/\beta^2\). Then

\[
E=\frac{K}{3a^2}-\frac{2I}{a},\qquad \frac{\partial E}{\partial a}=-\frac{2K}{3a^3}+\frac{2I}{a^2}=0\ \Rightarrow\ a=\frac{K}{3I}.
\]

Substitution gives \(T=3I^2/K\) and a Coulomb energy \(-6I^2/K\), so

\[
E=-\frac{3I^2}{K},\qquad g(\gamma)=\max_\beta\frac{3\beta^2I(\beta)^2}{2\beta^2+\gamma}.
\]

The virial relation \(T=-E\) holds at the best size for every shape. Keeping the sphere, \(\beta=1\), gives \(3/(2+\gamma)\): the Rydberg with the averaged inverse mass \((2/m_t+1/m_l)/3\). Since \(\beta=1\) is one member of the family, \(g\ge3/(2+\gamma)\).

## The best shape

Let \(t=\ln\beta\) and \(L=-d\ln I/dt\). Differentiating \(\ln g=\ln3+2\ln I-\ln(2+\gamma\beta^{-2})\) at fixed \(\gamma\) gives

\[
-2L+\frac{2\gamma\beta^{-2}}{2+\gamma\beta^{-2}}=0
\quad\Rightarrow\quad L=\frac{\gamma}{2\beta^2+\gamma}.
\]

The right side is \((\gamma/3b^2)/T\), the longitudinal share of the kinetic energy.

To close the relation, set \(\kappa=\beta^2-1\) and \(D=1+\kappa\mu^2\). Differentiation under the integral gives \(LI=\beta^2\int_0^1\mu^2D^{-3/2}d\mu\). Because \(\kappa\mu^2=D-1\),

\[
\int_0^1\mu^2D^{-3/2}d\mu=\frac1\kappa\left(I-\int_0^1D^{-3/2}d\mu\right).
\]

Also \(\frac{d}{d\mu}(\mu D^{-1/2})=D^{-1/2}-\kappa\mu^2D^{-3/2}=D^{-3/2}\), so the last integral is \(1/\beta\). Therefore

\[
L=\frac{\beta(\beta I-1)}{\kappa I},\qquad 1-L=\frac{(\beta^2-1)I-\beta^2I+\beta}{\kappa I}=\frac{\beta-I}{\kappa I}.
\]

Solving the stationarity condition for \(\gamma=2\beta^2L/(1-L)\) yields

\[
\gamma=\frac{2\beta^3(\beta I-1)}{\beta-I}.
\]

At \(\beta=1\) the quotient is understood as its limit. There \(L=\int_0^1\mu^2d\mu=1/3\), so \(\gamma=1\). Then \(I=1\), \(K=3\), \(a=b=1\) and \(g=1\): the isotropic Rydberg is recovered.

**Is the stationary point the maximum?** Write \(q=\beta^2\mu^2/D\), and average with weight \(D^{-1/2}/I\), so that \(L=\langle q\rangle\). As \(t\) changes, \(dD/dt=2qD\). Hence \(dq/dt=2q(1-q)\), and the unnormalized weight changes at relative rate \(-q\). Let \(A=\langle q(1-q)\rangle\). Then \(\langle q^2\rangle=L-A\) and

\[
\frac{dL}{dt}=2A-\langle q^2\rangle+L^2=3A-L(1-L).
\]

From \(\ln\gamma=\ln2+2t+\ln L-\ln(1-L)\),

\[
\frac{d\ln\gamma}{d\ln\beta}=2+\frac{dL/dt}{L(1-L)}=1+\frac{3A}{L(1-L)}>0 .
\]

For \(\beta\to0\), \(I\to\pi/2\) and \(\gamma\simeq4\beta^3/\pi\to0\). For \(\beta\to\infty\), \(I\simeq\ln(2\beta)/\beta\) and \(\gamma\simeq2\beta^2[\ln(2\beta)-1]\to\infty\). Each positive \(\gamma\) thus has one stationary shape. At fixed \(\gamma\) the binding \(3I^2/K\) is positive and vanishes at both extremes of \(\beta\), so that shape is the global maximum.

## Limit one: weak anisotropy

At \(\beta=1\), \(q=\mu^2\), \(A=1/3-1/5=2/15\) and \(L(1-L)=2/9\). The slope above is \(1+9/5=14/5\), hence \(\beta\simeq\gamma^{5/14}\) near \(\gamma=1\). A heavier longitudinal mass, \(\gamma<1\), flattens the orbit along \(z\).

Because \(g\) is stationary in \(\beta\), its derivative needs just the explicit dependence on \(\gamma\):

\[
\frac{d\ln g}{d\gamma}=-\frac1{2\beta^2+\gamma},\qquad
\left.\frac{d^2\ln g}{d\gamma^2}\right|_{1}=\frac{4\cdot\frac5{14}+1}{9}=\frac{17}{63}.
\]

With \(\delta=\gamma-1\), exponentiating \(-\delta/3+17\delta^2/126\) adds \(\delta^2/18\), so

\[
g=1-\frac{\delta}{3}+\frac{4}{21}\delta^2+O(\delta^3).
\]

The linear term is that of the true binding energy too. First-order perturbation theory changes the energy by \(\delta\langle-\partial_z^2\rangle=\delta/3\) in the isotropic ground state. The quadratic coefficient belongs to the trial family, and the true one cannot be smaller.

## Limit two: a very heavy longitudinal mass

As \(\gamma\to0\), \(\gamma/\beta^2\simeq4\beta/\pi\to0\), so \(K\to2\) and

\[
g\to\frac32\left(\frac\pi2\right)^2=\frac{3\pi^2}{8}=3.701 .
\]

The true binding tends to 4. Dropping the positive \(z\) kinetic energy and using \(1/r\le1/\rho\), with \(\rho^2=x^2+y^2\), bounds the energy below by the planar ground energy. The nodeless \(e^{-2\rho}\) obeys

\[
-\left(\partial_\rho^2+\frac1\rho\partial_\rho\right)e^{-2\rho}-\frac2\rho e^{-2\rho}=-4e^{-2\rho}.
\]

Multiplying it by a smooth function of \(z\) of width \(\gamma^{1/4}\) costs kinetic energy of order \(\gamma^{1/2}\), while the Coulomb energy tends to its planar value. The bound is thus approached.

The trial state falls short by 7.5% of the true limit. At fixed \(w=z/b\) its planar profile is \(\exp[-\sqrt{\rho^2/a^2+w^2}]\), which is a pure exponential just at \(w=0\). The other slices are rounded near the axis. Even the slice at \(w=0\) misses the planar optimum, because the common radius tends to \(a=K/(3I)=4/(3\pi)\approx0.42\) instead of \(1/2\). Every slice therefore has a planar energy above \(-4\).

The approach is slow. Integrating \(d\ln g/d\gamma\simeq-1/(2\beta^2)\) with \(\beta\simeq(\pi\gamma/4)^{1/3}\) gives a relative reduction \(\tfrac32(4/\pi)^{2/3}\gamma^{1/3}\approx1.76\,\gamma^{1/3}\). At \(\gamma=10^{-9}\) this predicts \(3.7011(1-0.00176)=3.6946\), the value found numerically.

## How good is the ellipsoid between the limits?

Set \(z=\sqrt\gamma\,z'\), leaving \(x,y\) alone. The kinetic energy becomes isotropic, and with \(\mu'=z'/r'\)

\[
H=-\nabla'^2-\frac{2}{r'\sqrt{1+(\gamma-1)\mu'^2}} .
\]

The anisotropy now sits in an angular factor that couples even angular momenta. I diagonalized this form with 18 Laguerre radial functions in each channel \(l=0,2,\ldots,16\). This is also a variational calculation, but far more flexible.

The ellipsoid's binding is lower than this reference by 0.03% at \(\gamma=0.5\), 0.15% at 0.2 and 0.60% at 0.05. On the other side, at \(\gamma=4\), the shortfall is 0.10%. Differences taken at \(\gamma=1\pm0.05\) give quadratic coefficients 0.1907 for the ellipsoid and 0.1912 for the reference, beside \(4/21=0.1905\). Thus the trial state loses little even at second order.

## Numbers for a power-device donor

I take round parameters in the rough regime of 4H silicon carbide: \(m_t=0.32\), \(m_l=0.58\) in free-electron masses, and \(\varepsilon=9.8\). In this material the heavy direction, the \(z\) of the model, lies in the basal plane, and the crystal axis is one of the two light directions. The parameters give \(\gamma=0.32/0.58=0.5517\), \(\mathrm{Ry}_t=45.33\) meV and \(a_t=1.621\) nm. The shape equation gives \(\beta=0.8095\) and \(I=1.0688\). Then

\[
K=2+\frac{0.5517}{0.8095^2}=2.842,\qquad g=\frac{3(1.0688)^2}{2.842}=1.206,
\]

\[
E_b=1.206\times45.33\ \text{meV}=54.7\ \text{meV}.
\]

The radii are \(a=1.44\) nm and \(b=1.16\) nm. A spherical trial state gives 53.3 meV. The coupled-channel binding exceeds the ellipsoidal one by 0.01 meV, so improving the trial state further has no practical value here. Most of the omissions in \(H\) matter more; I size them one at a time, with the other parameters held fixed.

**Masses and permittivity.** Splitting the two inverse transverse masses by \(\pm3\%\) at fixed sum, with three trial radii, adds 0.01 meV. For permittivities 9.7 across and 10.0 along the crystal axis, the point-charge potential lies between those of scalar permittivities \(\sqrt{9.7\times10.0}\) and 9.7. The ellipsoidal binding then lies between 54.1 and 55.8 meV.

**Polar lattice.** For weak Fröhlich coupling \(\alpha\), with wave number \(k\) in units of \(\sqrt{2m\omega}/\sqrt\hbar\), the second-order energy in units of \(\hbar\omega\) is

\[
-\frac{\alpha}{\pi}\int_0^\infty\!dq\int_{-1}^{1}\frac{d\mu}{1+q^2-2kq\mu}
=-\alpha\left(1+\frac{k^2}{6}+\cdots\right).
\]

The \(k^2\) term comes from \(4q^2\mu^2/(1+q^2)^3\), using \(\int\mu^2d\mu=2/3\) and \(\int_0^\infty q^2(1+q^2)^{-3}dq=\pi/16\). The mass grows by the factor \(1/(1-\alpha/6)\). The coupling is \(\alpha=\sqrt{\mathrm{Ry}\,m/\hbar\omega}\,(1/\varepsilon_\infty-1/\varepsilon)\), with \(\mathrm{Ry}=13.6\) eV and \(m\) in free-electron masses. A rough phonon energy of 0.12 eV, a high-frequency permittivity \(\varepsilon_\infty=6.5\) and the mean mass \(m=(m_t^2m_l)^{1/3}=0.390\) give \(\alpha=0.345\). If the masses above are bare band masses, applying this factor to both adds 3.3 meV. Masses measured by low-frequency cyclotron resonance already contain it. It is a size estimate, because the binding is not very small beside the phonon energy.

**Free carriers.** At \(10^{16}\ \text{cm}^{-3}\) and 300 K the Debye length is \(\lambda=37.4\) nm. Replacing \(1/r\) by \(e^{-r/\lambda}/r\) with the orbit frozen removes 3.8 meV of binding, close to the leading estimate \(C/\lambda=3.9\) meV.

**Central cell.** Assume an extra attraction of 5 eV in 0.01 nm³. With \(|\psi(0)|^2=1/(\pi a^2b)=0.133\ \text{nm}^{-3}\), the first-order shift is 6.6 meV. If three equivalent valleys add in phase at the donor, the density there triples and the first-order value is 19.9 meV. These values show that the central cell matters, but they do not predict its shift. A spherical well of this volume has radius \(R=0.134\) nm. For the mean mass 0.39 it binds an electron without any Coulomb term once its depth exceeds \(\pi^2\hbar^2/(8mR^2)\approx13.5\) eV. The 5 eV well is already strong enough for first order to underestimate its shift clearly. If the valleys stayed in phase across the whole well, the tripled attraction would act like a 15 eV well. That overstates it, since the valley separation of about 12 nm⁻¹ times \(R\) is about 1.6, but the attraction remains near the binding threshold, so first order fails altogether and the shift in this model is far larger. A usable central-cell term has to be fitted to a measured level.

**Field.** Along a field force \(F\), the potential \(-C/z-Fz\) has its top at \(z=\sqrt{C/F}\), with value \(-2\sqrt{CF}\). It reaches the unshifted level when \(F=E_b^2/(4C)\), or 0.051 MV/cm. A rough breakdown field of 2.5 MV/cm is 49 times larger. The zero-field bound state is therefore no description of a donor in a region near breakdown.

## Beside the real material, and into the statistics

Nitrogen donors in 4H silicon carbide occupy inequivalent sites, with levels of very roughly 50–60 and 100 meV. The model result is near the shallower one, but that closeness does not validate it: the central-cell and valley terms are left out, and the first-order three-valley estimate, which is too small for the assumed well, is already about a third of the binding. The deeper level shows that a site-independent \(H\) cannot describe both. The isolated-donor assumption also fails at heavy doping. The rough overlap criterion \(N^{1/3}(a^2b)^{1/3}=0.25\) gives \(6.5\times10^{18}\ \text{cm}^{-3}\), far above the carrier density of \(10^{16}\ \text{cm}^{-3}\) used for the screening estimate.

For \(N_D\) donors and \(N_A\) filled acceptors, neutrality gives \(N_D^+=n+N_A\). In nondegenerate statistics \(n=N_ce^{(E_F-E_c)/kT}\) and \(N_D^0/N_D^+=d\,e^{(E_F-E_c+E_b)/kT}\), where \(d\) is the donor degeneracy ratio and excited states are ignored. Eliminating the Fermi energy \(E_F\),

\[
\frac{n(n+N_A)}{N_D-N_A-n}=\frac{N_c}{d}\,e^{-E_b/kT}.
\]

When \(n\ll N_A\) and \(n\ll N_D-N_A\), \(n\propto N_c\,e^{-E_b/kT}\). With negligible compensation and strong freeze-out, \(n\propto N_c^{1/2}e^{-E_b/2kT}\). Since \(N_c\propto T^{3/2}\), this prefactor must be divided out before a binding energy is read from a plot of \(\ln n\) against \(1/T\). Near full ionization \(n\) is much less sensitive.

At 300 K, \(kT=25.85\) meV. Setting \(m_l=m_t\) in the binding energy alone, with \(N_c\) and \(d\) fixed, makes the right side too large by a factor 1.43. Most of this comes from using the lightest mass: an isotropic Rydberg with the averaged inverse mass (53.3 meV) gives a factor 1.05, and one with the mean mass 0.390 (55.3 meV) a factor 0.98. Screening raises it by a factor 1.16, and the trial-state error changes it by less than 0.1%. A cell shift of 19.9 meV would lower it by a factor 2.16, and a larger shift would lower it further. Ignoring excited states is not safe at this temperature: the four \(n=2\) states are bound by roughly \(E_b/4\approx14\) meV, each has weight about \(e^{-41/25.85}\approx0.2\), and together they multiply \(d\) by about 1.8; low-lying valley-split levels add to this. At \(N_D=10^{16}\ \text{cm}^{-3}\) the donors are almost fully ionized at 300 K, so these factors change \(n\) itself by about a percent; they matter at higher doping or lower temperature. Both masses therefore have to enter the energy, though for this mass ratio a suitable average does nearly as well as the ellipsoid. The larger uncertainties lie in the central-cell and valley terms missing from \(H\) and in the level counting behind \(d\).

## Table of computed values

```
Scaled binding energies (unit Ry_t)
gamma   beta     trial     channels  shortfall %
 0.05  0.3510  2.08964   2.10229   0.60
 0.10  0.4457  1.83868   1.84477   0.33
 0.20  0.5669  1.57982   1.58217   0.15
 0.50  0.7818  1.24111   1.24142   0.03
 1.00  1.0000  1.00000   1.00000   0.00
 2.00  1.2829  0.78157   0.78176   0.02
 4.00  1.6514  0.59210   0.59272   0.10
linear coefficient near gamma=1, trial: -0.3337
linear coefficient, channels: -0.3337
quadratic coefficient, trial: 0.1907 (4/21 = 0.1905)
quadratic coefficient, channels: 0.1912
shape exponent: 0.3571 (5/14 = 0.3571)
trial binding at gamma=1e-9: 3.6946 Ry_t
trial limit 3 pi^2/8: 3.7011 Ry_t
planar ground-state binding: 4 Ry_t
Example: m_t=0.32, m_l=0.58, eps=9.8, T=300 K
gamma=0.5517, Ry_t=45.33 meV, a_t=1.621 nm
beta=0.8095, I=1.06877, g=1.20579
radii: a=1.436 nm, b=1.163 nm
binding, spherical trial: 53.30 meV
binding, ellipsoidal trial: 54.66 meV
binding, coupled channels: 54.67 meV
trial-state error: 0.010 meV
transverse 1/m split +-3 %: 0.0125 meV
eps_perp=9.7, eps_par=10.0: 54.12 to 55.80 meV
phonon=0.12 eV, eps_fast=6.5, mass=0.3902
polaron coupling=0.345, shift=3.33 meV
carriers=1e+16 cm^-3, Debye length=37.4 nm
screening loss: 3.82 meV
central cell 5.0 eV in 0.01 nm^3, |psi(0)|^2=0.1327 nm^-3
shift: one valley 6.63, three valleys 19.90 meV
over-barrier field: 0.0508 MV/cm
rough breakdown field: 2.5 MV/cm, ratio 49
rough donor-overlap density: 6.5e+18 cm^-3
kT=25.85 meV
Boltzmann factor, trial error: 1.000
Boltzmann factor, m_l set to m_t: 1.435
Boltzmann factor, screening: 1.159
Boltzmann factor, three-valley cell: 2.159
```
